# Nudged Elastic Band: Spring Independence and Convergence to the Minimum Energy Path, part 1

(Sections cited here and not found follow in the second part.)

## First half: the converged band and its limit

**A case with one moving image.** Take a straight channel in two dimensions,
$$V(x,y)=E(x)+\tfrac12 c\,y^2,\qquad c>0,$$
where $E$ has minima at $x=-a$ and $x=a$. The minima of $V$ are $(-a,0)$ and $(a,0)$, and the lowest route between them is the line $y=0$. Hold one image at each minimum and place a single moving image at $(x,y)$ between them. Estimate the direction of the path at the moving image by the line joining its two neighbours. That line is the $x$ axis, wherever the moving image is.

The nudged elastic band keeps two pieces of force. From the true force $-\nabla V=(-E'(x),-cy)$ it keeps the part perpendicular to the path direction, $(0,-cy)$. From the springs it keeps a part along the path direction, $k(d_1-d_0)$, where $d_0$ and $d_1$ are the distances to the left and right neighbours. The total force is
$$F=\big(k(d_1-d_0),\,-cy\big).$$
It vanishes when both components vanish. The second gives $y=0$. The first gives $d_1=d_0$, and since
$$d_1^2-d_0^2=(a-x)^2+y^2-(x+a)^2-y^2=-4ax,$$
it gives $x=0$. The image rests at $(0,0)$ for every $k>0$. The spring constant multiplies a quantity that is zero at rest, so it cannot influence the resting place.

The same case shows what is not guaranteed. Bend the channel by writing $V=E(x)+\frac12c[y-f(x)]^2$ with $f(\pm a)=0$. The neighbours still define the $x$ direction. The condition $\partial V/\partial y=c[y-f(x)]=0$ at $x=0$ puts the image at $(0,f(0))$. If $E$ has its maximum at $x=0$, this point is the saddle itself and the image is on the path. If $E'(0)\ne0$, the gradient there is $(E'(0),0)$, which points along $x$, while the channel runs along $(1,f'(0))$. The perpendicular force is zero with respect to the estimated direction, and the estimate uses neighbours that are far away. Whether the image lies on the true path depends on how good the estimate is, and this improves as the neighbours move closer.

**Setting and conventions.** Let $V(R)$ be a twice continuously differentiable potential energy of a configuration $R$ in a Euclidean space; lengths, angles and "perpendicular" refer to its ordinary scalar product. A chain consists of images $R_0,R_1,\dots,R_N$. The ends $R_0$ and $R_N$ are two distinct strict minima of $V$ and do not move. Write
$$d_i=|R_{i+1}-R_i|,\qquad i=0,\dots,N-1,$$
for the spacings. The central tangent at a moving image is
$$\tau_i=\frac{R_{i+1}-R_{i-1}}{|R_{i+1}-R_{i-1}|},\qquad i=1,\dots,N-1,$$
and it is assumed that no denominator vanishes. The nudged elastic band force is
$$F_i=-(1-\tau_i\tau_i^{T})\nabla V(R_i)+k\,(d_i-d_{i-1})\,\tau_i,\tag{1}$$
with one spring constant $k>0$ for all springs. The matrix $1-\tau_i\tau_i^T$ removes the component along $\tau_i$. The sign of the spring term is such that an image with the longer gap ahead of it, $d_i>d_{i-1}$, is pulled forward. A chain is called converged when $F_i=0$ for all moving images.

A minimum energy path (MEP) is a curve joining the two minima along which $\nabla V$ is parallel to the tangent of the curve, whose energy maxima are first-order saddles, and along which the energy rises in the directions perpendicular to the curve.

**Theorem 1 (independence of the spring constant).** A chain is converged if and only if
$$(1-\tau_i\tau_i^T)\nabla V(R_i)=0\quad\text{for } i=1,\dots,N-1,\qquad\text{and}\qquad d_0=d_1=\dots=d_{N-1}.\tag{2}$$
The set of converged chains is therefore the same for all $k>0$.

*Proof.* Put $p_i=(1-\tau_i\tau_i^T)\nabla V(R_i)$. Because $\tau_i^T\tau_i=1$,
$$\tau_i^Tp_i=\tau_i^T\nabla V-(\tau_i^T\tau_i)\,\tau_i^T\nabla V=0 .$$
The two terms of (1) are thus orthogonal. In the square of $F_i=-p_i+k(d_i-d_{i-1})\tau_i$ the cross term drops out:
$$|F_i|^2=|p_i|^2+k^2(d_i-d_{i-1})^2.\tag{3}$$
A sum of two non-negative numbers is zero only if both are zero. Hence $F_i=0$ is equivalent to $p_i=0$ together with $k(d_i-d_{i-1})=0$, and $k>0$ may be divided out. Equality of neighbouring spacings at every moving image makes all spacings equal. Conversely, (2) makes both terms of (3) vanish. Neither condition in (2) contains $k$. $\square$

The proof uses two properties of $\tau_i$: it is a unit vector, and it is computed without reference to $k$. The theorem therefore holds for other tangent estimates with these properties.

**What the spring constant still does.** At $k=0$ the second condition in (2) is lost and the spacing is undetermined, so $k$ must be positive. If the iteration is stopped at $|F_i|\le\varepsilon$, equation (3) gives $|p_i|\le\varepsilon$ and $|d_i-d_{i-1}|\le\varepsilon/k$. The leftover unevenness of the spacing then depends on $k$, while the bound on the perpendicular force does not. Where several converged chains exist, the theorem does not say which of them a relaxation reaches.

The speed of relaxation also depends on $k$. Consider a straight chain whose images are displaced along it by small amounts $\xi_i$, with $\xi_0=\xi_N=0$, and let the images move by $\dot R_i=F_i$. Then $d_i-d_{i-1}=\xi_{i+1}-2\xi_i+\xi_{i-1}$ and
$$\dot\xi_i=k(\xi_{i+1}-2\xi_i+\xi_{i-1}).$$
The pattern $\xi_i=\sin(\pi mi/N)$ satisfies $\xi_{i+1}+\xi_{i-1}=2\cos(\pi m/N)\,\xi_i$, so it decays at the rate $2k[1-\cos(\pi m/N)]=4k\sin^2(\pi m/2N)$. The slowest pattern, $m=1$, has a rate proportional to $k$. The fastest has a rate close to $4k$. A step of length $\Delta t$ multiplies a pattern by $1-\Delta t\times\text{rate}$, whose magnitude stays below one for all patterns if $\Delta t\le 1/(2k)$. A weak spring spreads the images slowly, and a stiff one demands short steps. This bound concerns the spacing patterns only; the perpendicular force imposes its own limit, roughly $\Delta t<2/c$ for a valley of curvature $c$. For the 16-segment band of the example below with $k=5$ eV/Å$^2$ the largest stable step is about 0.04 Å$^2$/eV, well below $1/(2k)=0.1$ Å$^2$/eV.

**The worked example.** The model potential, with $x$ and $y$ in Å, is
$$V=A(x^2-1)^2+\tfrac12C\,[y-f(x)]^2,\qquad f(x)=B(1-x^2)(1+ax),$$
with round parameters $A=1$ eV, $C=20$ eV/Å$^2$, $B=0.5$ Å and $a=0.3$. Both terms vanish at $(\pm1,0)$, which are the minima. At $(0,B)$ the bracket is zero and so is the derivative of the first term, so this is a critical point with energy $A$, that is, 1 eV above the minima. There $f'(0)=aB=0.15$, and the second derivatives are
$$V_{xx}=-4+20(0.15)^2=-3.55,\quad V_{xy}=-20(0.15)=-3,\quad V_{yy}=20\ \ \text{eV/Å}^2.$$
The eigenvalues of this matrix are $-3.93$ and $20.38$ eV/Å$^2$: one negative, one positive, a first-order saddle.

The valley floor $y=f(x)$ is not the MEP. On it the gradient is $(4x(x^2-1),0)$, along $x$, while the floor itself is inclined. The MEP obtained by following steepest descent from the saddle departs from the floor by up to 0.035 Å, measured along $y$.

A band of $N=16$ segments was relaxed from the straight line between the minima with three spring constants and the same step length. For $k=5$, 20 and 50 eV/Å$^2$ it needed 19248, 5174 and 2166 steps. The products of $k$ and the number of steps are $9.6\times10^4$, $10.3\times10^4$ and $10.8\times10^4$, nearly constant, as expected when the slowest spacing pattern limits the relaxation. The fifth image ended at $(-0.39324,0.39548)$ Å in all three runs, the spacing was 0.14560 Å, and no coordinate of any image differed from its value in the $k=20$ eV/Å$^2$ run by more than $4\times10^{-10}$ Å.

**Comparison with a plain elastic band.** The projections in (1) are what removes $k$. Without them, one would minimize
$$S=\sum_{i=1}^{N-1}V(R_i)+\frac k2\sum_{i=0}^{N-1}|R_{i+1}-R_i|^2 .$$
The image $R_i$ occurs in two springs, and
$$\frac{\partial S}{\partial R_i}=\nabla V(R_i)+k(R_i-R_{i-1})-k(R_{i+1}-R_i)=0$$
gives
$$\nabla V(R_i)=k\,(R_{i+1}-2R_i+R_{i-1}).\tag{4}$$
On a smooth chain with spacing near $h$ on a path of curvature $\kappa$, the second difference has a component of about $\kappa h^2$ towards the centre of curvature and a component of about $d_i-d_{i-1}$ along the path. If $c$ is the curvature of $V$ perpendicular to the path, an inward offset $u$ produces the gradient component $cu$. Neglecting the variation of $u$ along the path, (4) gives
$$u\approx\frac{k\kappa h^2}{c},\qquad \frac{dV}{ds}\approx k(d_i-d_{i-1}).$$
The first relation is corner cutting, which at a given spacing grows with $k$. The second says that gaps lengthen uphill: the images slide towards the minima, the more so the weaker the spring.

In the example, the plain band with $k=50$ eV/Å$^2$ lies up to 0.079 Å from the MEP. The estimate with the largest path curvature, 1.37 Å$^{-1}$, $c\approx20$ eV/Å$^2$ and the even spacing $h=0.146$ Å of the nudged band is $50\times1.37\times(0.146)^2/20=0.07$ Å. This gives only the order of magnitude, and two omissions partly cancel in it. The spacings of the plain band range from 0.08 to 0.22 Å, and with the local values of $h$, $\kappa$ and $c$ at the worst image the formula gives 0.10 Å. Since $k$ exceeds $c$, the neglected second difference of $u$ in (4) is not small, and keeping it lowers the estimate to 0.07 Å again. With $k=5$ eV/Å$^2$ the sum $S$ has more than one local minimum; in the one reached from the nudged band the spacings range from 0.003 to 0.69 Å (from the straight line, 0.001 to 0.69 Å), so that a large part of the path, 2.33 Å long, has no image on it, and the images still lie up to 0.060 Å from the MEP. The nudged band with equally many images stays within $3.42\times10^{-4}$ Å of the MEP.

**Theorem 2 (limit of small spacing).** Suppose that for an infinite set of values of $N$ there is a converged chain between the same two minima, with spacing $h_N$, such that

1. the lengths $L_N=Nh_N$ are at most some $L_{\max}$;
2. the angle between consecutive segments is at most $Kh_N$, with $K$ independent of $N$.

Then a subsequence of the chains converges uniformly to a curve with continuous tangent, joining the minima, on which $\nabla V$ is parallel to the tangent. If there is only one such curve that the chains can approach, the whole family converges to it.

*Proof.* The spacing tends to zero, because $h_N\le L_{\max}/N$. Let $e_j=(R_{j+1}-R_j)/h_N$ be the unit vector of segment $j$. Two unit vectors at an angle $\theta$ differ by $2\sin(\theta/2)\le\theta$, so $|e_{j+1}-e_j|\le Kh_N$.

Measure position along the polygon by the fraction $\sigma\in[0,1]$ of its length. Let $T_N(\sigma)$ equal $e_j$ at the midpoint of segment $j$, be linear between midpoints, and be constant on the two outer half segments. Midpoints are a length $h_N$ apart, so $T_N$ changes by at most $K$ per unit length, or $KL_{\max}$ per unit of $\sigma$. The functions $T_N$ are thus bounded by one and share a Lipschitz constant. By the Arzelà–Ascoli theorem a subsequence converges uniformly to a continuous $T(\sigma)$. The lengths $L_N$ lie between $|R_N-R_0|>0$ and $L_{\max}$, so a further subsequence has $L_N\to L>0$.

On segment $j$ one is at most $h_N/2$ from the midpoint, hence $|T_N-e_j|\le Kh_N/2$. This has two consequences. First, $|T|=1$. Second, the polygon, which is $R_0$ plus $L_N$ times the integral of its segment directions over $\sigma$, converges uniformly to
$$\varphi(\sigma)=R_0+L\int_0^\sigma T(\sigma')\,d\sigma' ,$$
a curve with unit tangent $T$.

Fix $\sigma$ and choose images with $i/N\to\sigma$. Then $R_i\to\varphi(\sigma)$. Since $R_{i+1}-R_{i-1}=h_N(e_i+e_{i-1})$ and both unit vectors tend to $T(\sigma)$, also $\tau_i\to T(\sigma)$. The gradient is continuous, so the first condition in (2) passes to the limit:
$$(1-TT^T)\,\nabla V(\varphi)=0.\tag{5}$$
If only one limit curve is possible, every subsequence contains a further subsequence converging to it, and this means that the whole family converges. $\square$

The theorem assumes that converged chains exist and stay smooth. Condition 2 can be checked on computed chains by dividing the largest turning angle by the spacing.

## Second half: what the limit is, and how fast it is reached

**Symbols and results carried over.** The images $R_0,\dots,R_N$ join two fixed strict minima of $V$, and $\tau_i$ is the unit tangent estimated at image $i$, centrally along $R_{i+1}-R_{i-1}$ unless stated otherwise. A converged nudged elastic band has equal spacings $h$ and satisfies $(1-\tau_i\tau_i^T)\nabla V(R_i)=0$, so $\nabla V(R_i)$ is parallel to $\tau_i$ or zero; this holds for every spring constant $k>0$. Smooth families of converged chains approach, as $h\to0$, a curve $\varphi$ on which $\nabla V$ is parallel to the tangent. The example is a two-dimensional model potential with a barrier of 1 eV, minima at $(\pm1,0)$ Å and a saddle at $(0,0.5)$ Å.

From here on $\varphi$ is described by its arc length $s$, with unit tangent $t=d\varphi/ds$. A prime on $\varphi$, $t$, $g$, $u$ and similar functions means $d/ds$. Since $dV/ds=t\cdot\nabla V$, the limit condition reads
$$\nabla V(\varphi(s))=g(s)\,t(s),\qquad g=\frac{dV}{ds}.\tag{6}$$

**Lemma 1 (meaning of the limit curve).** Let $\varphi$ join two strict minima and satisfy (6).

1. Where $g\ne0$, the curve is a line of steepest descent.
2. The highest point of the curve is a critical point of $V$ in its interior.
3. At that point $t$ is an eigenvector of the matrix $H$ of second derivatives, with an eigenvalue $\lambda\le0$.

*Proof.* For the first statement introduce a parameter $\zeta$ by $ds/d\zeta=-g$. Then $d\varphi/d\zeta=-g\,t=-\nabla V$, which is the equation of steepest descent.

For the second, the energy rises on leaving either end, because the ends are strict minima. The maximum of $V$ on the curve is therefore not at an end. At an interior maximum $dV/ds=g=0$, and (6) gives $\nabla V=0$.

For the third, let the maximum be at $s=0$. Moving a small distance $\delta$ along the curve changes the gradient from zero to $\delta\,Ht$ plus terms smaller than $\delta$. By (6) this equals $g(\delta)\,t(\delta)$. Dividing by $\delta$ and letting $\delta\to0$ gives $Ht=\lambda t$ with $\lambda=\lim g(\delta)/\delta$. Since $g$ is the slope of $V$ along the curve and $s=0$ is a maximum, $g(\delta)$ is not positive on the whole of any short interval $0<\delta<\delta_0$; hence $\lambda\le0$. $\square$

The lemma does not say that the critical point is a first-order saddle. For that, $\lambda$ must be negative and $H$ must be positive in all directions perpendicular to $t$. The perpendicular force also vanishes along a ridge: take $V=E(x)-\frac12c(x)y^2$ with $c<0$ near the minima of $E$, so that the ends are strict minima of $V$, and $c>0$ around the maximum of $E$. On the line $y=0$ the gradient is $(E'(x),0)$, so the line satisfies (6), and its highest point is a maximum in $y$ as well. A chain displaced from such a line moves away from it, because the perpendicular force $+cy$ drives a displaced image further out. A chain started exactly on the line, as the straight interpolation between these two minima is, feels no perpendicular force and converges on the ridge. The equation $F_i=0$ alone does not exclude it, so a symmetric starting chain should be perturbed, or the curvatures at the top checked. In the example the eigenvalues at the saddle are $-3.93$ and $20.38$ eV/Å$^2$, and the curvature perpendicular to the MEP is nowhere below 19.99 eV/Å$^2$ on the grid of path points examined. The limit there is an MEP in the full sense.

Converged bands are the same for every positive spring constant, and smooth families of them approach, as the spacing shrinks, a curve along which the gradient is parallel to the tangent and whose highest point is a critical point; in the example this curve is a minimum energy path in the full sense. What remains is to find how far the images lie from the path at finite spacing, and how fast that error falls.
